\section*{Phonon Vertices of a Hydrogenic Donor and Their Short-Wavelength Form Factor}

\section{Problem}

A neutral shallow donor in a many-valley semiconductor binds its electron in the ground-state envelope
\begin{equation}
F(r)=\frac{e^{-r/a}}{\sqrt{\pi a^3}},
\end{equation}
where $a$ is the effective Bohr radius. All valleys are given this same spherical envelope. The electron couples linearly to the strain of harmonic acoustic phonons through deformation potentials.

\begin{enumerate}
\item How does a phonon matrix element between two states built on $F$ depend on the phonon wavenumber $q$?
\item How does this dependence enter the elastic scattering rate, and what must the donor's level scheme contain for its electron to scatter phonons?
\item At what temperature does the finite size of the orbit halve the scattering of a typical thermal longitudinal phonon into other longitudinal modes?
\item Does the answer to question 2 describe all phonon scattering by the donor's electron?
\end{enumerate}

For numbers, take rough typical values for a shallow donor in silicon: effective mass $0.30\,m_e$, relative permittivity $12$, longitudinal sound speed $v=9$ km/s, and deformation potentials $\Xi_d=1$ eV and $\Xi_u=9$ eV. The sixfold valley degeneracy splits the $1s$ level into a singlet $A_1$ (the ground state), a doublet $E$ and a triplet $T_2$; let $E$ lie $D=12$ meV above $A_1$. The hydrogen radius and binding energy, rescaled by permittivity and mass, give
\begin{equation}
a=\frac{12}{0.30}\times0.0529\ \text{nm}=2.12\ \text{nm},\qquad
\mathrm{Ry}^*=\frac{0.30}{12^2}\times13.6\ \text{eV}=28.3\ \text{meV}.
\end{equation}

\section{First estimate by scaling}

The electron feels the phonon's potential averaged over its charge cloud. The average is governed by
\begin{equation}
f(q)=\int |F(r)|^2e^{i\mathbf q\cdot\mathbf r}\,d^3r .
\label{eq:fdef}
\end{equation}
If $qa\ll1$, the phase hardly varies over the cloud and $f\approx1$. If $qa\gg1$, contributions of opposite sign nearly cancel. What survives comes from the least smooth feature of the density, its cusp at the nucleus, where $|F|^2$ departs from its central value by an amount of order $a^{-3}(r/a)$. On the scale $r\sim1/q$, this departure is $1/(qa^4)$ and occupies a volume $1/q^3$, so
\begin{equation}
f(q)\sim\frac{1}{(qa)^4}\qquad(qa\gg1).
\label{eq:scaling}
\end{equation}
The crossover should lie near $qa=1$, at a phonon energy
\begin{equation}
\frac{\hbar v}{a}=\frac{5.92\ \text{meV nm}}{2.12\ \text{nm}}=2.8\ \text{meV}.
\end{equation}

To turn this into a temperature, a typical thermal phonon is needed. With $x=E/k_BT$, a Debye spectrum has a density of modes proportional to $x^2$, and each mode has a heat capacity proportional to $x^2e^x/(e^x-1)^2$. Their product peaks at $x=3.83$, which corresponds to $0.330$ meV per kelvin. The estimated crossover temperature is therefore $2.8/0.330\approx8.5$ K.

\section{Exact form factor}

\subsection{The vertex}

A longitudinal mode has polarization $\hat{\mathbf q}$ and, in a crystal of density $\rho$ and volume $V$, the displacement
\begin{equation}
\mathbf u(\mathbf r)=\hat{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\,
\left(b\,e^{i\mathbf q\cdot\mathbf r}+b^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
Differentiation gives the absorption part of the strain a factor $iq\,\hat q_i\hat q_k$. Strain shifts valley $j$, which lies along $\hat{\mathbf k}_j$, by $\Xi_d$ times the trace of the strain plus $\Xi_u$ times its component along $\hat{\mathbf k}_j$. The valley therefore sees the potential
\begin{equation}
iC_q\,\Xi_j\,b\,e^{i\mathbf q\cdot\mathbf r}+\text{h.c.},\qquad
\Xi_j=\Xi_d+\Xi_u(\hat{\mathbf q}\cdot\hat{\mathbf k}_j)^2,\qquad
C_q=\sqrt{\frac{\hbar q}{2\rho Vv}},
\end{equation}
where $\omega=vq$ was used in $C_q=q\sqrt{\hbar/(2\rho V\omega)}$.

A state of the $1s$ manifold is $\psi_n=\sum_j\alpha_j^nF(r)\phi_j(\mathbf r)$, with real coefficients $\alpha_j^n$ and Bloch functions $\phi_j$. Products of different valleys oscillate with the large intervalley wavevector and are dropped. In products of the same valley, $|\phi_j|^2$ is replaced by its cell average, one, because $F$ and the phonon vary slowly over a cell. The absorption vertex is then
\begin{equation}
M_{nm}=iC_q\,f(q)\,\Xi_{nm},\qquad \Xi_{nm}=\sum_j\alpha_j^n\alpha_j^m\,\Xi_j .
\label{eq:vertex}
\end{equation}
The orbit enters through $f(q)$ alone, which is common to all vertices within the manifold because all valleys share one envelope.

\subsection{The integral}

Choose the polar axis along $\mathbf q$. The angular integral is $2\pi\int_{-1}^{1}e^{iqr\mu}d\mu=4\pi\sin(qr)/(qr)$, so
\begin{equation}
f(q)=\frac{4}{qa^3}\int_0^\infty r\,e^{-br}\sin(qr)\,dr,\qquad b=\frac2a .
\end{equation}
The integral without the factor $r$ is the imaginary part of $1/(b-iq)$, which is $q/(b^2+q^2)$. Applying $-d/db$ supplies the factor $r$ and gives $2bq/(b^2+q^2)^2$. Hence
\begin{equation}
f(q)=\frac{4}{qa^3}\,\frac{(4/a)\,q}{(4/a^2+q^2)^2}
=\frac{16}{a^4}\,\frac{a^4}{16\,(1+q^2a^2/4)^2}
=\frac{1}{\left(1+q^2a^2/4\right)^2}.
\label{eq:f}
\end{equation}
This answers question 1. Direct quadrature of Eq.~\eqref{eq:fdef} at wavenumbers up to $2\ \text{nm}^{-1}$ agrees with Eq.~\eqref{eq:f} to within $5\times10^{-15}$, on a scale where $f(0)=1$.

The limits are $f\approx1-q^2a^2/2$ for $qa\ll1$ and $f\approx16/(qa)^4$ for $qa\gg1$. The full vertex also contains $C_q\propto\sqrt q$, so it first grows with $q$. Its maximum follows from the logarithmic derivative with respect to $s=qa$:
\begin{equation}
\frac{1}{2s}-\frac{s}{1+s^2/4}=0\ \Rightarrow\ 1+\frac{s^2}{4}=2s^2\ \Rightarrow\ s=\frac{2}{\sqrt7}=0.756 .
\end{equation}
Beyond this point the vertex decreases, finally as $q^{-7/2}$.

\section{From the vertex to the scattering rate}

\subsection{Why the level must be split}

Elastic scattering absorbs a phonon $\mathbf q$ and emits a phonon $\mathbf q'$ of the same energy $E$, leaving the electron in its ground state $0$. Let the intermediate state $m$ lie $D_m$ above it. If absorption comes first, the energy denominator is $E-D_m$. If emission comes first, both phonons are present in the intermediate state and the denominator is $E-(D_m+2E)=-(E+D_m)$. Both orders have the same numerator, in which the phases $i$ and $-i$ multiply to one. The amplitude is
\begin{equation}
A=C_qC_{q'}f(q)f(q')\sum_m\Xi_{0m}(\hat{\mathbf q})\,\Xi_{m0}(\hat{\mathbf q}')
\left[\frac1{E-D_m}-\frac1{E+D_m}\right],
\label{eq:amp}
\end{equation}
and the bracket equals $2D_m/(E^2-D_m^2)$. It vanishes for $D_m=0$, so the ground state as its own intermediate state contributes nothing.

For an isolated level this cancellation holds beyond second order. The coupling is then a number $G$ for each mode, and completing the square,
\begin{equation}
E\,b^\dagger b+Gb+G^*b^\dagger
=E\left(b^\dagger+\frac{G}{E}\right)\left(b+\frac{G^*}{E}\right)-\frac{|G|^2}{E},
\end{equation}
shows that each oscillator is displaced without being coupled to any other. The form factor alone thus produces no scattering; a second electronic level is required.

In the six-valley donor the singlet has $\alpha_j=1/\sqrt6$. Since $\Xi_j$ is equal for opposite valleys, it cannot connect the singlet to the triplet, whose coefficients are odd under exchange of opposite valleys. The doublet remains. By completeness of the manifold, its weight is the sum over all states minus the singlet term:
\begin{equation}
\sum_{m\in E}\Xi_{0m}\Xi'_{m0}=\langle\Xi_j\Xi_j'\rangle-\langle\Xi_j\rangle\langle\Xi_j'\rangle ,
\end{equation}
where the brackets average over valleys and the prime refers to $\hat{\mathbf q}'$. This is the covariance of the two sets of valley shifts: a strain that moves all valleys together does not scatter by this route.

The amplitude was tested by diagonalizing six valleys coupled to two quantized modes, along $[100]$ and $[010]$, with $E=0.3D$. The splitting of the two one-phonon levels is $2|A|$, and it agreed with Eq.~\eqref{eq:amp} to a relative $5\times10^{-5}$. With a single electronic level the splitting was zero to rounding.

\subsection{The rate}

Scattering between longitudinal phonons has $q'=q$. The amplitude then carries $f^2$ and the golden-rule rate carries
\begin{equation}
f^4=\left(1+\frac{q^2a^2}{4}\right)^{-8}
\label{eq:f4}
\end{equation}
relative to a point donor with the same levels and couplings. Conversion to a transverse phonon of the same energy carries $f^2(q)f^2(q')$ instead, with $q'>q$ because transverse sound is slower.

For $E\ll D$ the bracket in Eq.~\eqref{eq:amp} is the constant $-2/D$. Then $|A|^2\propto C_q^4f^4\propto q^2f^4$, and the density of final phonon states adds another $q^2$, so the rate varies as $q^4f^4$. The first factor is Rayleigh's law for a small scatterer. The maximum satisfies
\begin{equation}
\frac4s-\frac{4s}{1+s^2/4}=0\ \Rightarrow\ 1+\frac{s^2}{4}=s^2\ \Rightarrow\ s=\frac{2}{\sqrt3}=1.155,
\end{equation}
which means $q=0.55\ \text{nm}^{-1}$ and $E=3.2$ meV here, in the static limit and for longitudinal final modes.

\subsection{Numbers}

At 10 K the typical phonon has $E=3.30$ meV. For a longitudinal mode this gives
\begin{equation}
q=\frac{3.30}{5.92}=0.557\ \text{nm}^{-1},\quad qa=1.18,\quad
f=\frac{1}{(1+0.348)^2}=0.551,\quad f^4=0.092 .
\end{equation}
The same steps give $f^4=0.90$ at 2 K, $0.51$ at 5 K and $9\times10^{-4}$ at 20 K. Setting $f^4=1/2$ in Eq.~\eqref{eq:f4} gives
\begin{equation}
qa=2\sqrt{2^{1/8}-1}=0.602,\quad q=0.284\ \text{nm}^{-1},\quad E=1.68\ \text{meV},\quad T=5.1\ \text{K}.
\end{equation}

This temperature holds for scattering from one longitudinal mode to another. Most thermal phonons are transverse: each branch contributes Debye modes in proportion to $v^{-3}$, so with a typical transverse speed of 5.4 km/s the two transverse branches hold about $90\%$ of the modes at a given energy. Their wavenumber is larger at the same energy. For scattering between transverse modes the halving temperature therefore falls in proportion to the sound speed, to $5.1\times5.4/9=3.1$ K. Conversion between the two kinds lies in between, at $3.7$ K. Conversion also dominates the scattering of a longitudinal phonon: the coupling and the density of final modes together scale as the inverse fifth power of the final sound speed, so for long waves, averaged over directions, only about $5\%$ of its manifold rate leads to longitudinal modes, and its total manifold rate is halved near $3.8$ K.

\section{Comparison of estimate and solution}

The scaling argument found the correct power at large $q$ but not its coefficient, 16. This coefficient moves the crossing of the two limiting forms, $1$ and $16/(qa)^4$, from $qa=1$ to $qa=2$. At 20 K, where $qa=2.36$, Eq.~\eqref{eq:scaling} gives $0.03$, the asymptote with its coefficient gives $0.52$, and the full expression gives $0.175$: the large-$q$ form is not yet accurate there.

For the rate the correction goes the other way. The estimate placed the crossover at 8.5 K, while the rate between longitudinal modes through the $1s$ manifold is halved at 5.1 K. Four powers of $f$ enter the rate, so a modest reduction of each vertex accumulates. At $qa=1$ a vertex still keeps $f=0.64$, but the rate keeps only $0.64^4=0.17$.

\section{Excited orbitals: the limit of the fourth-power law}

The electron can also pass virtually through $2p$, higher bound states and the continuum. Those vertices contain $\langle n|e^{i\mathbf q\cdot\mathbf r}|1s\rangle$, not $f(q)$. To size them, take $\mathbf q$ along $[100]$, phonon energies well below all gaps, and excited orbitals without valley-orbit splitting, with hydrogenic gaps $\Delta_n$. Each valley is then excited independently, with weight $\langle\Xi_j^2\rangle$. Divided by the manifold amplitude of a point donor, the total amplitude is
\begin{equation}
f^2+\frac{\langle\Xi_j^2\rangle}{\langle\Xi_j^2\rangle-\langle\Xi_j\rangle^2}\,D\,S_\pm,\qquad
S_\pm=\sum_{n\neq1s}\frac{\langle1s|e^{\mp i\mathbf q\cdot\mathbf r}|n\rangle\langle n|e^{i\mathbf q\cdot\mathbf r}|1s\rangle}{\Delta_n},
\label{eq:orb}
\end{equation}
with the upper sign for forward scattering ($\mathbf q'=\mathbf q$) and the lower for backward scattering ($\mathbf q'=-\mathbf q$). Two valleys have $\Xi_j=10$ eV and four have 1 eV, so $\langle\Xi_j^2\rangle=34\ \text{eV}^2$, $\langle\Xi_j\rangle=4$ eV, and the ratio is $34/18$.

At small $q$ the exponentials may be expanded. The constant term drops out by orthogonality, leaving $S_\pm\approx\pm q^2\sum_n|\langle n|z|1s\rangle|^2/\Delta_n$. In units $a=\mathrm{Ry}^*=1$, the Hamiltonian is $H=-\nabla^2-2/r$ with ground energy $-1$. The function $\chi=z(\tfrac12+\tfrac r4)F$ satisfies $(H+1)\chi=zF$, as substitution confirms, and the sum becomes
\begin{equation}
\langle zF|\chi\rangle=\tfrac12\langle z^2\rangle+\tfrac14\langle z^2r\rangle
=\tfrac12+\tfrac14\cdot\tfrac13\cdot\tfrac{15}{2}=\tfrac98 .
\end{equation}
Thus $S_\pm\approx\pm\tfrac98q^2a^2/\mathrm{Ry}^*$. With the numbers above, the orbital term in Eq.~\eqref{eq:orb} is $\pm0.90\,q^2a^2$. For long waves it is small beside the manifold term, which tends to one, but it is almost as large as the finite-size reduction in $f^2\approx1-q^2a^2$. At first it adds to forward scattering and subtracts from backward scattering.

At 10 K the full sums give
\begin{equation}
\text{forward: }(0.303+0.364)^2=0.45,\qquad
\text{backward: }(0.303-0.073)^2=0.053,
\end{equation}
to be compared with $f^4=0.092$. With hydrogenic gaps, the excited orbitals already contribute more than the manifold in the forward direction. This ordering depends on the gaps: in a real donor the singlet is pulled down, and raising every $\Delta_n$ by $D$ lowers the forward orbital term to $0.27$ and the forward factor to $0.33$. Keeping the phonon energy in the denominators, with hydrogenic gaps, changes $0.45$ to $0.41$. At 20 K the same static formula gives $0.042$ and $0.0013$, against $f^4=0.0009$. These values are only rough, because $E=0.55D$ is no longer well below the valley-orbit gap; the energy denominators then favour the manifold over the orbitals, so the forward value is an overestimate; the backward orbital term has by then become positive. In both directions the factor falls from each computed temperature to the next (2, 5, 10 and 20 K), so short waves remain suppressed in these cases, but not by Eq.~\eqref{eq:f4}. The answer to question 4 is therefore no: $f^4$ belongs to the $1s$ manifold channel. When $qa$ is well below one, $f^4$ and the total factor are both close to one, but their departures from one differ already at order $q^2a^2$. The halving temperature of 5.1 K, the answer to question 3, likewise belongs to the manifold channel: at 5 K the total factor is $0.88$ forward and $0.34$ backward, against $f^4=0.51$. Other scattering angles were not computed.

\section{The model beside a real donor in silicon}

The example lies in the range of cryogenic silicon electronics. At a donor density of $10^{16}\ \text{cm}^{-3}$ the model leaves only $0.13\%$ of the donors ionized at 20 K, but $99.8\%$ at 300 K if only the spin degeneracy of the ground level is counted, and about $99\%$ if the excited $1s$ levels are included. The neutral-donor calculation therefore does not apply at room temperature.

The assumption of one spherical hydrogenic envelope is broken in silicon. With masses $0.19$ and $0.92\,m_e$, a variational ellipsoidal envelope has radii of $2.5$ and $1.4$ nm. At 10 K this changes $f=0.55$ to $0.45$ for valleys whose axis is perpendicular to $\mathbf q$ and to $0.74$ for valleys along it, so $f$ is no longer a common factor. The effect on the rate is large. For $\mathbf q$ and $\mathbf q'$ along $[100]$, the manifold amplitude is proportional to the square of the difference between the two valley shifts. This difference is $10\times0.744-1\times0.454=6.99$ eV instead of the point donor's 9 eV, so the rate factor is $(6.99/9)^4=0.36$ instead of $0.09$. The two-parameter envelope is approximate: a converged envelope for the same masses has form factors $0.452$ and $0.755$ and gives $0.39$. The halving temperature of 5.1 K is thus a result of the spherical model, not a prediction for silicon. The attraction of the donor core also contracts the ground orbit. A rough binding energy of 45 meV corresponds to $a=1.7$ nm and $f=0.67$, which would raise $f^4$ from $0.09$ to $0.2$ if the whole manifold contracted equally.

Two further corrections concern energy and valley structure. The static bracket underestimates the manifold rate by a factor of $1.17$ at 10 K and $2.1$ at 20 K, as $E$ approaches $D$; at $E=D$ a level width would be needed. The dropped intervalley terms have an envelope factor of at most about $0.009$ at 10 K in the spherical model. The shortest intervalley wavevector lies along the valley axis, where the ellipsoidal envelope has its short radius of $1.4$ nm, and this raises the factor to about $0.03$, still small beside the intravalley factors. Finally, $\Xi_d$ is the least certain input. With a common envelope it shifts all valleys equally and so leaves the manifold channel unchanged; with the unequal form factors of ellipsoidal envelopes it would enter there too. In the spherical model it alters the orbital terms through $\langle\Xi_j^2\rangle=18\ \text{eV}^2+(\Xi_d+3\ \text{eV})^2$. These terms could be smaller than quoted by a factor of up to $34/18\approx1.9$, or larger. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
inputs: mass 0.30 m_e, permittivity 12.0
inputs: sound speed 9.0 km/s, splitting 12.0 meV
inputs: Xi_d 1.0 eV, Xi_u 9.0 eV
effective Bohr radius a = 2.117 nm
effective Rydberg = 28.35 meV
hbar*v = 5.924 meV nm
largest error of f by quadrature = 4.2e-15
largest relative error of amplitude = 5.4e-05
isolated-level splitting = 8.9e-16 (units of D)
vertex peak q*a = 0.7559, q = 0.357 1/nm
rate peak q*a = 1.1547, q = 0.546 1/nm
rate peak phonon energy = 3.23 meV
heat-spectrum peak E/kT = 3.830
f^4 = 1/2 at q = 0.284 1/nm, E = 1.68 meV
f^4 = 1/2 at T = 5.10 K
T 2 K: E 0.660 meV, q 0.1114 1/nm, wavelength 56.39 nm
  qa 0.236, f 0.9728, f^2 0.9463, f^4 8.954e-01
T 5 K: E 1.650 meV, q 0.2786 1/nm, wavelength 22.56 nm
  qa 0.590, f 0.8465, f^2 0.7165, f^4 5.133e-01
T 10 K: E 3.300 meV, q 0.5571 1/nm, wavelength 11.28 nm
  qa 1.179, f 0.5506, f^2 0.3031, f^4 9.189e-02
T 20 K: E 6.601 meV, q 1.1143 1/nm, wavelength 5.64 nm
  qa 2.359, f 0.1750, f^2 0.0306, f^4 9.369e-04
static [100] amplitude / point-donor manifold amplitude:
  T 2 K: manifold 0.9463, excited orbitals fwd +0.0472, back -0.0435
    total rate factor: fwd 0.9870, back 0.8150
  T 5 K: manifold 0.7165, excited orbitals fwd +0.2201, back -0.1365
    total rate factor: fwd 0.8773, back 0.3364
  T 10 K: manifold 0.3031, excited orbitals fwd +0.3644, back -0.0725
    total rate factor: fwd 0.4456, back 0.0532
  T 20 K: manifold 0.0306, excited orbitals fwd +0.1750, back +0.0060
    total rate factor: fwd 0.0423, back 0.0013
resonance rate factor at 2 K = 1.006
resonance rate factor at 5 K = 1.039
resonance rate factor at 10 K = 1.170
resonance rate factor at 20 K = 2.056
anisotropic masses: 0.19 and 0.92 m_e
ellipsoid: a_t 2.498 nm, a_l 1.432 nm, binding 28.14 meV
f at 10 K: q across axis 0.4538, along axis 0.7442
orbit for rough 45 meV binding = 1.680 nm
  its f at 10 K = 0.6730
smallest intervalley wavenumber = 3.471 1/nm
  intervalley envelope factor at 10 K = 0.0090
donor density = 1.0e+16 cm^-3, spacing 46.4 nm
ionized fraction at 20 K = 1.303e-03
ionized fraction at 300 K = 9.978e-01
\end{verbatim}
